# Kramers-Restricted Hartree-Fock: Quaternion Structure and Double Degeneracy from Time Reversal, part 2

With spin-orbit coupling an orbital is a two-component complex function. What does time reversal leave of the closed shell of restricted Hartree-Fock (RHF), and is invariance of the Hamiltonian enough to secure it?

Atomic units are used. Spinors \(\psi^\sigma=\sum_\mu\chi_\mu v^\sigma_\mu\) use \(n\) real functions with overlap \(S\). Tr, tr and \(\mathrm{tr}_2\) are \(2n\)-, \(n\)- and 2-dimensional traces; \(A\cdot B=\sum_{\mu\nu}A_{\mu\nu}B_{\mu\nu}\). Time reversal is \(\Theta v=Uv^*\), \(U=\begin{pmatrix}0&-1\\1&0\end{pmatrix}\). With \(\tau(M)=UM^*U^T\), \(M\) is even if \(\tau(M)=M\), odd if \(\tau(M)=-M\):
\[\tau(M)=\begin{pmatrix}M^{\beta\beta*}&-M^{\beta\alpha*}\\-M^{\alpha\beta*}&M^{\alpha\alpha*}\end{pmatrix}.\]

**Assumptions.** (A1) The one-electron matrix \(h\) is Hermitian and even. (A2) The repulsion is the spin-free \(1/r_{12}\), with real integrals. (A3) The \(N\) occupied orthonormal spinors span a \(\Theta\)-invariant space.

**Lemma 1.** Such a space has an orthonormal basis of pairs \(v,\Theta v\), so \(N\) is even.

Even matrices are \(M=\sum_{q=0}^3M_qe_q\), \(M_q\) real, \(e_0=1_2\), \(e_1=i\sigma_z\), \(e_2=i\sigma_y\), \(e_3=i\sigma_x\), and obey
\[\mathrm{Tr}\,MN=2\,\mathrm{tr}M_0N_0-2\sum_k\mathrm{tr}M_kN_k.\tag{1}\]
If Hermitian, \(M_0\) is symmetric, \(M_{1,2,3}\) are antisymmetric, and \(2n^2-n\) real parameters replace \(4n^2\).

Any determinant, with density matrix \(P\) and nuclear repulsion \(V_{nn}\), has Fock matrix \(F=h+G[P]\) and
\[E=\mathrm{Tr}\,hP+\tfrac12\mathrm{Tr}\,G[P]P+V_{nn},\qquad G^{\sigma\tau}=\delta_{\sigma\tau}J[P^{\alpha\alpha}+P^{\beta\beta}]-K[P^{\sigma\tau}],\]
\(J\) and \(K\) being Coulomb and exchange. Under A1 to A3, \(P\) and \(F\) are even and:

(b)
\[F_0=h_0+2J[P_0]-K[P_0],\qquad F_k=h_k-K[P_k]\ \ (k=1,2,3),\]
\[E=\sum_q(h_q+F_q)\cdot P_q+V_{nn},\qquad\delta E=2\sum_qF_q\cdot\delta P_q\ \ (\delta P\text{ even}).\]

(c) Eigenvalues of \(Fv=\varepsilon Sv\) have even multiplicity; quaternion reflections reduce \(F\), orthonormalized, to \(1_2\otimes T_r\), \(T_r\) real tridiagonal.

(d) A determinant stationary under A3 is stationary in generalized Hartree-Fock (GHF). Rotations \(e^\kappa\tilde Pe^{-\kappa}\), \(\tilde P=S^{1/2}PS^{1/2}\), \(\kappa^\dagger=-\kappa\), have zero slope for the odd part \(\kappa_o\).

The exact two-component (X2C) matrix is
\[h=R^\dagger\left[V+TX+X^\dagger T+X^\dagger(W/4c^2-T)X\right]R,\]
with scalar potential \(V\), kinetic matrix \(T\), small-from-large coefficient map \(X\), \(R\) built from \(X\), and
\[W_{\mu\nu}=\int V\,\nabla\chi_\mu\cdot\nabla\chi_\nu+i\boldsymbol\sigma\cdot\int V\,\nabla\chi_\mu\times\nabla\chi_\nu .\]
In the output, KR marks solutions under A3.

**Corollary 1 (densities).** Let \(P^{(z)},P^{(y)},P^{(x)}=P_1,P_2,P_3\). For operators acting directly on the two-component spinors, \(\sum_i\psi_i^\dagger\Gamma\,\hat D\psi_i=\sum_{\mu\nu}(\hat D\chi_\mu)\chi_\nu\sum_q(P_q)_{\mu\nu}\,\mathrm{tr}_2(\Gamma e_q)\), where \(\hat D\) is 1 or \(\partial_a\). For \(\Gamma=1\) the trace selects \(2P_0\): the density is \(\rho=2\chi^TP_0\chi\), and the current \(\mathrm{Im}\sum\psi^\dagger\partial_a\psi\) is the imaginary part of a real number, zero. For \(\Gamma=\sigma_k\), \(\mathrm{tr}_2(\sigma_ki\sigma_l)=2i\delta_{kl}\) selects \(2iP^{(k)}\). The magnetization \(2i\chi^TP^{(k)}\chi\) vanishes at every point by antisymmetry, while the spin current
\[\mathrm{Im}\sum_i\psi_i^\dagger\sigma_k\partial_a\psi_i=2\,(\partial_a\chi)^TP^{(k)}\chi\]
has two different vectors around \(P^{(k)}\) and is not forced to vanish. The components \(P_k\) describe spin-up and spin-down electrons flowing in opposite directions, and they reach the Fock matrix through exchange alone.

**Corollary 2 (total spin).** For a one-electron operator \(s_k=\sigma_k/2\), a determinant gives \(\langle S_k^2\rangle=\sum_i\langle s_k^2\rangle_i+(\sum_i\langle s_k\rangle_i)^2-\sum_{ij}|\langle i|s_k|j\rangle|^2\). The first term is \(N/4\), the second vanishes with the magnetization, and the third is \(\frac14\mathrm{Tr}\,\sigma_kY\sigma_kY\) with \(Y=PS\), \(Y_q=P_qS\). Let \(t_q=\mathrm{tr}Y_q^2\). Conjugation with \(\sigma_k\) keeps \(e_0\) and the unit \(i\sigma_k\) and flips the other two. In (1), each \(t_l\) therefore enters the sum over \(k\) once with \(-2\) and twice with \(+2\), so \(\sum_k\mathrm{Tr}\,\sigma_kY\sigma_kY=6t_0+2\sum_lt_l\). Idempotency, \(Y^2=Y\), gives \(N=2t_0-2\sum_lt_l\), or \(6t_0=3N+6\sum_lt_l\). Then
\[\langle S^2\rangle=\tfrac34N-\tfrac14\Big(3N+8\sum_lt_l\Big)=-2\sum_l\mathrm{tr}\,P_lSP_lS=2\sum_l\tilde P_l\cdot\tilde P_l,\]
using the antisymmetry of \(\tilde P_l=S^{1/2}P_lS^{1/2}\). The closed shell is a singlet if and only if all \(P_l\) vanish.

**Corollary 3 (weak coupling).** Let \(h_k\to\lambda h_k\). At \(\lambda=0\), \(P_k=0\) gives \(F_k=0\), the problem is real, and (b) is RHF with total density \(2P_0\). If this solution continues smoothly in \(\lambda\), then \(P_k=O(\lambda)\). Stationarity removes the change of \(P\) from the derivative, so \(dE/d\lambda=2\sum_kh_k\cdot P_k=O(\lambda)\) and \(E(\lambda)-E(0)=O(\lambda^2)\). A degenerate level can split at first order, but its mean does not move at that order through \(F_k\): in a basis of real orbitals times spin, the trace of each \(e_k\) is zero.

## Where the result fails

**Magnetic field.** \(\tau(\sigma_z)=\sigma_y\sigma_z\sigma_y=-\sigma_z\), so the spin Zeeman term \(O=\frac B2\sigma_zS\) is odd and violates A1. For an odd Hermitian \(O\), \((\Theta v)^\dagger O\Theta v=-(\Theta v)^\dagger\Theta(Ov)=-(v^\dagger Ov)^*=-v^\dagger Ov\). Its matrix in a pair is traceless, so the two first-order shifts in \(B\) are equal and opposite; they can both be zero.

**Odd \(N\).** A3 is impossible by Lemma 1, although A1 and A2 hold. Removing the eigenspinor \(v\) adds the odd part \(-\frac12(vv^\dagger-\Theta v(\Theta v)^\dagger)\) to \(P\), and \(F\) becomes \(F-G[vv^\dagger]\). Coulomb and exchange self-terms cancel on \(v\), \(G[vv^\dagger]v=0\), so \(v\) keeps its eigenvalue, whereas the diagonal element of \(\bar v=\Theta v\) drops by \((vv|\bar v\bar v)-(v\bar v|\bar vv)=(vv|vv)>0\): the two spinors have the same density, and the exchange term vanishes because \(\psi^\dagger\Theta\psi=-\psi^{\alpha*}\psi^{\beta*}+\psi^{\beta*}\psi^{\alpha*}=0\) at every point. An even density guarantees the Kramers pairing of Fock eigenvalues; invariance of the Hamiltonian alone does not.

**Stationary is not lowest.** The block form of \(\tau\) and the reality of the integrals give \(G[\tau P]=\tau G[P]\), and with \(\mathrm{Tr}\,\tau(X)=(\mathrm{Tr}X)^*\), \(E[\tau P]=E[P]\). Since \(\tau\) maps \(e^{t\kappa_o}\tilde Pe^{-t\kappa_o}\) to the same expression at \(-t\), \(E(t)=E(-t)\) along an odd rotation. This forbids a slope and leaves the sign of the curvature open. For H₂ at 4.0 bohr (X2C, cc-pVDZ) the restricted solution has \(E=-0.906784\) \(E_h\) and a GHF gradient of order \(10^{-11}\) \(E_h\), yet a GHF solution whose density has an odd part of norm 0.59 lies at \(-1.001427\) \(E_h\), lower by 0.094643 \(E_h\) (2.6 eV; 0.0922 \(E_h\) or 2.5 eV in cc-pVTZ). The norm refers to the nonorthogonal basis; it is 0.45 in cc-pVTZ, and 0.965 after orthonormalization in either set.

## Example: HBr

The bond length is 1.41 Å (2.66451 bohr), near equilibrium, along \(z\). The level is one-electron X2C with point nuclei and cc-pVDZ in its nonrelativistic contraction: \(n=32\), 18 pairs, \(2\cdot32^2-32=2016\) parameters in place of 4096. It leaves out correlation, two-electron spin-orbit and Gaunt terms, two-electron picture change and basis completeness. The figures are in the numerical output below.

The X2C matrix, built by complex diagonalization without imposing the symmetry, is quaternion to \(4\times10^{-14}\) relative to its largest element. At a random four-pair determinant the formula for \(E\) matches the explicit sum over spinor integrals (\(-468.51855943\) \(E_h\)), a finite difference along an even rotation matches \(\delta E\) (8.8065526 \(E_h\)), and along an odd rotation it is zero, becoming \(1.3\times10^{-3}\) \(E_h\) in a field \(B=0.001\).

The SCF in real quaternion arithmetic, with the tridiagonal reduction above, gives the four terms of (b):
\[-2610.694059-0.001451-2(0.001805)+13.135605=-2597.563515\ E_h,\]
equal within rounding to the converged \(-2597.563516\). Unrestricted complex GHF, started from one density with an odd part, returns to this energy with pair splittings of at most \(3.1\times10^{-9}\) \(E_h\). That supports stability and does not prove it, since the curvature was not computed.

With \(\Omega\) the axial projection of \(l_z+s_z\), pairs 18 and 17 are \(\pi_{3/2}\) at \(-0.424471\) and \(\pi_{1/2}\) at \(-0.435814\) \(E_h\). The splitting is \(0.435814-0.424471=0.011343\) \(E_h\), or 0.31 eV; the measured fine-structure splitting of the HBr⁺ ground term is roughly 0.3 eV. The frozen-orbital (Koopmans) ionization energies, without relaxation, are 11.55 and 11.86 eV. These figures are not converged in the basis: the splitting becomes 0.39 eV with the same primitives uncontracted and 0.36 eV in cc-pVTZ-DK, and the ionization energies become 11.47 and 11.87 eV, and 11.60 and 11.97 eV. The closeness of 0.31 eV to the measured value is therefore no evidence of accuracy. The mean of the two levels, \(-0.430143\), lies 0.00013 \(E_h\) above the spin-free value \(-0.430271\), about 1% of the splitting (0.00008 \(E_h\) uncontracted, 0.00018 \(E_h\) in cc-pVTZ-DK). This is not a test of Corollary 3, whose reference is the \(\lambda=0\) problem with \(h_0\); that reference differs from spin-free X2C (see below), and its levels were not printed. In the 2p shell, the mean of pairs 4 and 5 is \(-58.833496\) and pair 3 lies at \(-60.515326\), a splitting of 1.68183 \(E_h\) (46 eV); the molecular field separates pairs 4 and 5 by 0.0008 \(E_h\). The 2p splitting rises to 51 eV uncontracted and to 49 eV in cc-pVTZ-DK.

The norms of \(P_{1,2,3}\), 0.023 to 0.025, are below 1% of that of \(P_0\), 3.907, and \(\langle S^2\rangle=0.002349\) from Corollary 2 agrees with the GHF value; its size depends strongly on the basis (0.0065 uncontracted, 0.0038 in cc-pVTZ-DK). At (0.3, 0.2, 0.1) bohr from Br, one \(\pi_{3/2}\) spinor has magnetization 0.075 bohr⁻³ and the GHF total is \(6\times10^{-9}\), while the spin-current tensor has norm 0.092 a.u.

Scaling gives \(E(\lambda)-E(0)=-2.35\times10^{-5}\) and \(-9.38\times10^{-5}\) \(E_h\) at \(\lambda=0.1\) and 0.2, a ratio of 3.99 against 4, and the ratio for \(P_k\) is 1.996 against 2. Quadratic extrapolation, \(100\times(-2.35\times10^{-5})=-0.00235\), is within 2% of the value \(-0.002306\) \(E_h\) at \(\lambda=1\).

The total energy nevertheless lies 0.063497 \(E_h\) (1.73 eV) above that of spin-free X2C. The components \(h_k\) lower it by 0.002306, so \(E(0)\) is \(0.063497+0.002306=0.065803\) \(E_h\) above the spin-free result. The two references differ: \(X\) and \(R\) depend nonlinearly on \(W\), so \(h_0\) of the full decoupling is not the matrix obtained by deleting the spin term from \(W\) first. The small size of the \(h_k\) lowering and the positive net sign belong to the fixed nonrelativistic contraction: with the same primitives uncontracted the \(h_k\) lower the energy by 0.160 \(E_h\) and the net difference is \(-0.086\) \(E_h\), so 0.002306 \(E_h\) is not an estimate of the spin-orbit stabilization of HBr. That the cause is the inability of the contraction to give \(p_{1/2}\) and \(p_{3/2}\) core spinors different radial shapes is a conjecture, not tested here. The difference of the two totals is not the effect of the \(h_k\).

Adding the spin Zeeman term with \(B=0.001\) to the frozen Fock matrix splits pair 18 by 0.0010000 \(E_h\), in full diagonalization and at first order. This is the spin term along the axis alone: a transverse spin term does not split pair 18 at first order, and the orbital term \(\frac B2l_z\) of a real axial field doubles its splitting to \(2B\) and nearly cancels that of pair 17. An \(\Omega=\frac32\) spinor is \(m_l=1,\alpha\) with an admixture of \(m_l=2,\beta\) of weight \(w\), and \(\sigma_z\) conserves \(\Omega\), so the first-order splitting is \(B(1-2w)\); the digits bound \(w\) below about \(3\times10^{-5}\). Removing one spinor of pair 18 (the first column of the quaternion eigenvector, not projected onto a definite sign of \(\Omega\)) with frozen orbitals gives \(F\) an odd part with elements up to 0.094 \(E_h\) and opens a gap of 0.41 \(E_h\) within a would-be pair of consecutive eigenvalues, with no field present. Both figures depend on which spinor of the pair is removed: other choices give 0.10 to 0.12 and 0.40 to 0.43 \(E_h\). For these choices the level next below \(v\) has negligible overlap with \(\Theta v\); the level derived from \(\Theta v\) lies 0.44 \(E_h\) below \(v\), close to \((vv|vv)=0.435\) \(E_h\).

## Calculated quantities

```
c = 137.035999 a.u.
HBr R = 1.41 A = 2.66451 bohr
n AO, pairs = 32, 18
real parameters 4n^2, 2n^2-n = 4096, 2016
relative non-quaternion part of X2C h = 4.0e-14
max|h0|,|h1|,|h2|,|h3| = 619.4417, 0.5557, 0.5557, 0.5557 Eh
quaternion Dirac vs X2C one-electron levels, max diff = 3.9e-11 Eh
random 4-pair determinant E (Slater-Condon, quaternion) = -468.51855943, -468.51855943 Eh
dE/dt even rotation (finite diff, formula) = 8.8065526, 8.8065526 Eh
dE/dt odd rotation (B=0, B=0.001 a.u.) = 0.0e+00, 1.328e-03 Eh
E spin-free (quaternion code, RHF) = -2597.6270136, -2597.6270136 Eh
E KR-HF, unrestricted GHF = -2597.5635163, -2597.5635163 Eh
Vnn = 13.1356045 Eh
E(KR)-E(spin-free) = 0.063497 Eh = 1.728 eV
terms (h_q+F_q).P_q, q=0..3 = -2610.694059, -0.001451, -0.001805, -0.001805 Eh
GHF max pair splitting = 3.1e-09 Eh
GHF gradient at KR solution = 1.1e-09 Eh
Frobenius |P0|..|P3| = 3.90690, 0.02322, 0.02481, 0.02481
max|K[P1]|,|K[P2]|,|K[P3]| = 0.00354, 0.00506, 0.00506 Eh
2 tr P0 S = 36.00000000
pair 3: |Omega| 0.500, eps = -60.515326 (spin-free -59.401397) Eh
pair 4: |Omega| 0.500, eps = -58.833903 (spin-free -59.399882) Eh
pair 5: |Omega| 1.500, eps = -58.833088 (spin-free -59.399882) Eh
pair 16: |Omega| 0.500, eps = -0.580534 (spin-free -0.580202) Eh
pair 17: |Omega| 0.500, eps = -0.435814 (spin-free -0.430271) Eh
pair 18: |Omega| 1.500, eps = -0.424471 (spin-free -0.430271) Eh
pair 19: |Omega| 0.500, eps = 0.130355 (spin-free 0.130306) Eh
2p splitting, mean(4,5)-3 = 1.68183 Eh = 45.76 eV
valence pi splitting = 0.011343 Eh = 0.3087 eV
Koopmans -eps pi3/2, pi1/2 = 11.550, 11.859 eV
<S^2> (formula, GHF) = 0.002349, 0.002349
point = (0.3, 0.2, 0.1) bohr
rho there (GHF spinors, 2 chi P0 chi) = 18.35784, 18.35784 bohr^-3
|m| there: GHF total, one HOMO spinor = 6.3e-09, 0.07478 bohr^-3
|charge current|, |spin current| there = 5.9e-10, 0.09228 a.u.
E(lambda)-E(0), lambda=0.1,0.2,1 = -0.0000235, -0.0000938, -0.002306 Eh
ratios 0.2/0.1: energy, |P_k| = 3.9915, 1.9960
spin Zeeman B=0.001 a.u.: HOMO pair splitting (full, first order) = 0.0010000, 0.0010000 Eh
frozen HBr+ : max odd part of F, max pair gap = 0.0940, 0.4145 Eh
H2 4.0 bohr: E KR, E broken GHF = -0.906784, -1.001427 Eh
H2 lowering = 0.094643 Eh = 2.575 eV
H2 GHF gradient at KR solution = 1.6e-11 Eh
H2 |odd part of broken P| = 0.5865
```
